# Choosing table, box and spacing for hydrogen levels in a metal

A proton in a cubic interstitial site is computed on a grid of six points per axis. Its first excited level comes out threefold degenerate to better than $10^{-9}$ eV, as cubic symmetry demands. Its energy is nevertheless wrong by 0.017 eV, a quarter of the excitation energy. The degeneracy is perfect and the level is useless. This guide explains why, and how to choose the settings of a three-dimensional nuclear Schrödinger solver: the density of the energy table, the box and the grid spacing.

## What is being solved

In the adiabatic approximation the electrons follow the proton, and their total energy, computed with the proton held at $\mathbf r$, acts as a potential $V(\mathbf r)$. The metal atoms are clamped. In atomic units

$$H=-\frac{1}{2m}\nabla^2+V(\mathbf r),$$

where $m$ is the bare nuclear mass. For a proton $1/2m$ becomes 0.002075 eV Å$^2$.

The example is an octahedral site in an fcc metal with lattice parameter $a=3.9$ Å. Metal atoms sit at $\mathbf R=(a/2)(i,j,k)$ with $i+j+k$ odd, and

$$V(\mathbf r)=\sum_{\mathbf R}A\,e^{-|\mathbf r-\mathbf R|^2/2s^2}-V_0,\qquad A=16\ \text{eV},\quad s=0.5\ \text{Å}.$$

The constant $V_0$ makes $V=0$ at the site. This model stands in for a table of total energies in the region the proton visits. Unlike a real total energy, it stays finite at the metal nuclei. Its tetrahedral sites lie at 0.166 eV, and the saddle towards them at 0.254 eV.

The six neighbours at $R=a/2$ give the curvature at the site. One Gaussian contributes $Ae^{-R^2/2s^2}(R_x^2/s^4-1/s^2)$ to $\partial_x^2V$. Two neighbours have $R_x^2=R^2$ and four have $R_x=0$, so

$$K=Ae^{-R^2/2s^2}\left(\frac{2R^2}{s^4}-\frac{6}{s^2}\right)=0.778\ \text{eV/Å}^2.$$

The harmonic quantum is $\sqrt{K/m}=\sqrt{2(0.002075)(0.778)}=0.0568$ eV.

## One sum used four times

Four results below rest on the cosine sum

$$D(\theta)=\sum_{n=1}^{P-1}\cos n\theta=-\tfrac12-\tfrac12\cos P\theta+\tfrac12\sin P\theta\,\cot\tfrac{\theta}{2}.$$

To obtain it, multiply the sum by $2\sin(\theta/2)$. Each term becomes $\sin(n+\frac12)\theta-\sin(n-\frac12)\theta$, and the series telescopes to $\sin(P-\frac12)\theta-\sin\frac{\theta}{2}$. Expanding the first sine and dividing gives the formula. At $\theta=\pi k/P$, with integer $k$ not a multiple of $2P$, the last term vanishes and $D=-\frac12[1+(-1)^k]$.

## Setting 1: the density of the energy table

Let the table have $M$ points per axis, $M$ even, over one cubic cell. A periodic potential is interpolated by

$$V(x,y,z)=\sum_{pqr}C_p(x)C_q(y)C_r(z)V_{pqr},$$

$$C_p=\frac1M\Big[1+2\sum_{n=1}^{M/2-1}\cos n\theta+\cos\frac{M\theta}{2}\Big],\quad \theta=2\pi\Big(\frac xa-\frac pM\Big).$$

Inserting $D$ with $P=M/2$ gives $C_p=\sin(M\theta/2)\cot(\theta/2)/M$. This is zero at every other table point in the cell. At its own point the bracket is $1+2(M/2-1)+1=M$, so $C_p=1$. The interpolant therefore reproduces the table, and it treats the axes and their directions alike, so it keeps cubic symmetry.

The table must resolve the shortest waves in $V$. A Gaussian of width $s$ has Fourier components proportional to $e^{-s^2G^2/2}$, and the table resolves $G$ up to $\pi M/a$. The error should therefore fall very fast with $M$. The third column below is the largest interpolation error found where $V<0.5$ eV, sampled on a fine mesh within 1.3 Å of the site along each axis. The second column counts the energies left to compute after symmetry is used; one of them belongs to a proton placed exactly on a metal nucleus.

| $M$ | energies | error in $V$ (eV) | ground level (eV) | first excitation (eV) |
|---|---|---|---|---|
| 8 | 14 | 0.0054 | 0.0918 | 0.0663 |
| 12 | 30 | $2\times10^{-6}$ | 0.0945 | 0.0668 |
| 16 | 55 | $7\times10^{-11}$ | 0.0945 | 0.0668 |

To first order, an error $\delta V$ shifts a level by $\langle\delta V\rangle$. A constant offset cancels from excitations, while an error that varies across the site does not. At $M=8$ the ground level is low by 2.6 meV and the excitation by 0.5 meV, so part of the error cancels.

The speed of convergence belongs to this smooth model. A real total energy diverges at the nuclei, so for this interpolation the table entries on and near them must be replaced by a smooth, finite cap well above the levels of interest. The cap adds shorter waves to $V$ and can slow the convergence greatly, so the values of $M$ in the table above are no guide for real total energies. Vary the height of the cap as well as $M$. Scatter in real total energies passes through the interpolation, which is linear in the table, and a denser table does not remove errors common to all its entries. Compare the excitation, and not just $V$, for two table densities. The results below use $M=16$.

## The discrete-variable basis

Put walls at $x=\pm L/2$ and measure $x'=x+L/2$. The basis functions and grid points are

$$\phi_n=\sqrt{\tfrac2L}\sin\frac{n\pi x'}{L},\qquad x'_j=jh,\qquad h=\frac LP,\qquad P=N+1,$$

with $n,j=1,\dots,N$. Define $U_{jn}=\sqrt{2/P}\,\sin(\pi jn/P)$, so that $\phi_n(x_j)=U_{jn}/\sqrt h$. Writing the product of sines as a difference of cosines,

$$\sum_nU_{jn}U_{j'n}=\frac1P\left[D\Big(\tfrac{\pi(j-j')}{P}\Big)-D\Big(\tfrac{\pi(j+j')}{P}\Big)\right].$$

For $j\ne j'$ the two terms are equal, because $j-j'$ and $j+j'$ have the same parity. For $j=j'$ the bracket is $(P-1)-(-1)=P$. Hence $U$ is orthogonal.

The functions $\chi_j=\sum_nU_{jn}\phi_n$ then satisfy $\chi_j(x_k)=\delta_{jk}/\sqrt h$. Evaluating the potential integral by a sum over grid points gives

$$\int\chi_jV\chi_{j'}dx\approx h\sum_k\chi_j(x_k)V(x_k)\chi_{j'}(x_k)=V(x_j)\delta_{jj'}.$$

No potential integrals are needed, but the replacement is an approximation. To see when it is good, expand $V$ in the box in cosines $\cos(q\pi x'/L)$. The integrand $\phi_nV\phi_{n'}$ then contains cosines of order $p\le n+n'+q$. By the formula for $D$, the grid sum with half-weighted end points integrates each of them correctly unless $p$ is a nonzero multiple of $2P$. The end points contribute nothing here, since the sines vanish there. Errors thus enter through components with $n+n'+q\ge2P$.

The kinetic energy is diagonal in the sine functions, with elements $\pi^2n^2/2mL^2$. On the grid,

$$T_{jj'}=\frac{\pi^2}{2mL^2P}\,[S(j-j')-S(j+j')],\qquad S(k)=\sum_{n=1}^{P-1}n^2\cos\frac{\pi nk}{P}.$$

Since $S=-D''$, differentiate $D$ twice and set $\theta=\pi k/P$. Terms with $\sin P\theta$ vanish, and $(\cot\frac\theta2)'=-1/(2\sin^2\frac\theta2)$, so

$$S(k)=(-1)^k\left[\frac{P}{2\sin^2(\pi k/2P)}-\frac{P^2}{2}\right],\quad k\neq0.$$

For $k=0$ the sum of squares is $(P-1)P(2P-1)/6=P(2P^2+1)/6-P^2/2$. The terms $P^2/2$ cancel in the difference, leaving, for $j\ne j'$,

$$T_{jj'}=\frac{\pi^2(-1)^{j-j'}}{4mL^2}\left[\frac1{\sin^2\frac{\pi(j-j')}{2P}}-\frac1{\sin^2\frac{\pi(j+j')}{2P}}\right],$$

$$T_{jj}=\frac{\pi^2}{4mL^2}\left[\frac{2P^2+1}{3}-\frac1{\sin^2(\pi j/P)}\right].$$

In three dimensions $H$ is the sum of one such matrix per axis and the diagonal of potential values.

## Setting 2: the spacing

A state of energy $E$ has a largest classical wavenumber $k_{\max}=\sqrt{2m(E-V_{\min})}$. The basis reaches $N\pi/L\approx\pi/h$, which suggests $h<\pi/k_{\max}$. For the highest level in the next table, at 0.221 eV, the limit is $\pi\sqrt{0.002075/0.221}=0.304$ Å.

With $L=2.66$ Å held fixed, diagonalization gives three levels, labelled by symmetry as explained further on:

| $h$ (Å) | $A_{1g}$ (eV) | $T_{1u}$ (eV) | $T_{2g}$ (eV) |
|---|---|---|---|
| 0.380 | 0.09171 | 0.14390 | 0.19595 |
| 0.296 | 0.09378 | 0.16145 | 0.22386 |
| 0.205 | 0.09447 | 0.16126 | 0.22103 |
| 0.140 | 0.09447 | 0.16129 | 0.22108 |

Close to the classical limit, at $h=0.296$ Å, the $T_{2g}$ error is still 2.8 meV. The classical estimate ignores both the tails of quantum states in momentum and the error of the grid sum for $V$. At two thirds of the limit all three errors are about 0.05 meV or less. States with two quanta along a single axis are more demanding: the $A_{1g}$ and $E_g$ excited levels met below are still off by 0.2 to 0.3 meV at this spacing, and by more than 10 meV at $h=0.296$ Å. Below half of it, refining from 0.140 to 0.116 Å changes nothing at the level of $10^{-6}$ eV. For a potential as smooth as this one, half of $\pi/k_{\max}$ is a sound starting value.

The coarse energies lie on both sides of the limit. With exact integrals, a finite basis could not fall below the true box energies. The energies that are too low therefore come from the grid evaluation of $V$, and the lowest energy is not automatically the best one. At $h=0.14$ Å this source of error is negligible: integrating the uninterpolated potential accurately in the same sine basis changes the $A_{1g}$ and $T_{1u}$ levels by less than $10^{-8}$ eV.

For a heavier isotope in a nearly harmonic well, $E\propto m^{-1/2}$, so $k_{\max}\propto(mE)^{1/2}\propto m^{1/4}$. The spacing should shrink as $m^{-1/4}$.

## Setting 3: the box

A state confined to a small box, continued by zero, is an allowed trial state in a larger box containing it. By the variational principle for successive levels, the exact hard-wall energies cannot rise when the box grows.

The size of the wall error follows in one dimension. Move the wall at $x=b$, keep the other fixed, and let $\eta=\partial\psi/\partial b$ for a normalized real state. Differentiating the Schrödinger equation gives $(H-E)\eta=E'\psi$, where $E'=dE/db$. Multiply by $\psi$, integrate, and integrate the kinetic term by parts twice. The volume terms cancel because $(H-E)\psi=0$, leaving

$$E'=\frac1{2m}\big[\psi'\eta-\psi\eta'\big]_{\text{walls}}.$$

At both walls $\psi=0$. Differentiating the condition $\psi(b;b)=0$ gives $\eta(b)=-\psi'(b)$, while $\eta=0$ at the fixed wall. Therefore

$$\frac{dE}{db}=-\frac{\psi'(b)^2}{2m}.$$

In a slowly varying forbidden region $\psi$ decays at the rate $\kappa=\sqrt{2m(V-E)}$, so the wall error falls roughly as $e^{-2\int\kappa\,dx}$. Higher levels have smaller $\kappa$ and need larger boxes. With $h=0.14$ Å held fixed:

| $L$ (Å) | $A_{1g}$ (eV) | $T_{1u}$ (eV) | $T_{2g}$ (eV) |
|---|---|---|---|
| 0.98 | 0.10181 | 0.18237 | 0.26036 |
| 1.26 | 0.09489 | 0.16301 | 0.22546 |
| 1.54 | 0.09447 | 0.16132 | 0.22123 |
| 2.10 | 0.09447 | 0.16129 | 0.22108 |

At $L=1.54$ Å the ground level is already within 0.01 meV of its limit, while $T_{2g}$ is still high by 0.15 meV. From 2.10 to 2.94 Å none of the three changes by as much as $2\times10^{-6}$ eV.

A larger box is not always better. The next octahedral site lies at $(1.95,1.95,0)$ Å, and a cube with $L>3.9$ Å contains it. The spectrum then includes states of other octahedral wells. The eight tetrahedral wells, 0.975 Å from the site along each axis, are inside the box already for $L>1.95$ Å. At $L=2.66$ Å their states appear about 0.23 eV above the ground level and shift with $L$; they lie above the levels discussed here. Stop once the tails fit, and vary $L$ at fixed $h$; changing $L$ at fixed $N$ mixes two errors.

## Symmetry: what a degeneracy can and cannot show

For even $N$ the grid is symmetric about the site. Let $j$ now label the points with $x>0$, and $-j$ their mirror images. Even and odd combinations of each pair have kinetic matrices $T^\pm_{jj'}=T_{j,j'}\pm T_{j,-j'}$. Three axes give eight independent blocks. At $N=18$ the matrix of dimension 5832 becomes eight of dimension 729. Dense diagonalization costs the cube of the dimension, so the saving is a factor $8^3/8=64$.

The blocks also help to label the states. The ground state, $A_{1g}$, is even along all axes. The lowest states with one odd axis form the $T_{1u}$ triplet, and the lowest with two odd axes form $T_{2g}$. Higher states in these blocks can have other labels. On a cubic grid the blocks odd along $x$, $y$ or $z$ are the same matrix with its points reordered. Their eigenvalues agree at any spacing and in any cubic box. This explains the opening numbers.

The twofold $E_g$ level is protected as well. Cyclic exchange of the axes, $R$, commutes with $H$ and satisfies $R^3=1$. If an eigenstate has $R=e^{2\pi i/3}$, its complex conjugate has $R=e^{-2\pi i/3}$ and the same energy, since $H$ is real. Again nothing about convergence is implied.

To make degeneracy informative, give the axes different settings. The symmetry of the grid is then lost, and the triplet can be degenerate only as far as the numerical errors agree.

- With $N=6,8,10$ along the three axes in a cube of 2.66 Å, $T_{1u}$ splits by 0.015 eV.
- With $h=0.14$ Å and box lengths 0.98, 1.26 and 1.54 Å, it splits by 0.012 eV.
- With $N=16,18,20$ and $h=0.15,0.14,0.13$ Å, it splits by $6\times10^{-8}$ eV.

The splitting measures differences between errors. It cannot reveal an error common to all three states, such as a wrong mass or a coarse table whose interpolant is still cubic. It supplements the scans of $M$, $L$ and $h$. At a site of lower symmetry, part of the splitting is physical and must survive refinement.

## Reading the converged spectrum

With $N=18$, $h=0.14$ Å and $L=2.66$ Å the zero-point energy is 0.0945 eV, and the excitations from the ground state are:

- $T_{1u}$, threefold: 0.0668 eV (about 539 cm$^{-1}$);
- $T_{2g}$, threefold: 0.1266 eV;
- $A_{1g}$, single: 0.1372 eV;
- $E_g$, twofold: 0.1512 eV.

A harmonic well would have one sixfold level in place of the last three. Its states with two quanta along a single axis form a set of three. Let $\alpha$ be their common diagonal energy and $\beta$ their mutual coupling. The symmetric combination has energy $\alpha+2\beta$, and the two others have $\alpha-\beta$. In this three-state picture, $3\beta=0.1372-0.1512=-0.0140$ eV, so $\beta\approx-0.005$ eV. This is an effective coupling: it also absorbs the mixing with states outside the set, such as the ground state.

The $E_g$ level lies at $0.0945+0.1512=0.2457$ eV, just under the saddle at 0.254 eV. The box scan above did not include it. Near or above the saddle, repeat the scan for the level in question, since the picture of an isolated site may fail there.

For deuterium the first excitation is 0.0457 eV. The ratio to hydrogen is 1.461, against 1.414 for a harmonic well. To leading order a quartic term contributes in proportion to the fourth power of the width. Since the squared width scales as $m^{-1/2}$, this contribution scales as $1/m$. If it raises the excitation, it does so relatively more for the lighter isotope, and the ratio exceeds the harmonic one. Here the excitation lies above its harmonic value by 18% for hydrogen and 14% for deuterium. The quartic terms taken to first order would give 28% and 20%, so the argument explains the trend but not the size; higher orders take back part of the shift.

## The real metal

The parameters were chosen for the rough regime of dilute hydrogen in palladium, with a lattice parameter near 0.39 nm and a first excitation near 0.07 eV. The closeness of 0.067 eV reflects that choice and is not a prediction. Real palladium breaks the clamped-lattice assumption. Let all six neighbours move outward by $u$, each held by a spring $k_M$. The force on each is $F=-\frac16\,dE_0/du$, where $E_0$ is the ground level; a finite difference gives 0.106 eV/Å. Minimizing $-6Fu+3k_Mu^2$ gives $u=F/k_M$ and an energy gain $3F^2/k_M$. A rough Einstein temperature of 210 K and a mass of 106.4 u give $k_M\approx8.3$ eV/Å$^2$, hence $u=0.013$ Å and a gain of 0.004 eV. Recomputing the levels with the neighbours held there lowers the first excitation by 2.2 meV, or 3%. These numbers belong to the model potential. Hydrogen swells real palladium by nearly 3 Å$^3$ per atom, which points to forces several times larger, so the correction in the real metal could be of order 10 meV: in this model, outward shifts of 0.045 and 0.1 Å lower the first excitation by about 7 and 15 meV. Recoil, estimated by using the reduced mass of the proton and one metal atom, raises the first excitation by a few tenths of a meV.

Tunnelling between sites is much smaller in this rigid model. A plane-wave calculation for the whole crystal, with wavenumbers up to 17 Å$^{-1}$, gives $T_{1u}$ at zero crystal momentum within about $10^{-5}$ eV of the box result. Between that point and the zone-boundary point X, the ground and $T_{1u}$ levels vary by $2\times10^{-6}$ eV or less. Lowering the cutoff to 14 Å$^{-1}$ changes levels by up to $3\times10^{-4}$ eV, so these tiny variations are at the level of the numerical error and are not resolved bandwidths.

At 300 K, $k_BT=0.0259$ eV, and the $T_{1u}$ triplet holds $3e^{-0.0668/0.0259}=0.23$ times the ground-state population. A classical hopping estimate, with the excitation as attempt energy and the bare saddle as barrier, gives a level width of $(0.0668/2\pi)e^{-0.254/0.0259}\approx6\times10^{-7}$ eV. Damping by the metal's electrons and the error of the total-energy method are not estimated here. Even the model's small lattice correction of 2 meV sets a sensible target: numerical errors of 0.1 meV are small enough, and further refinement of the grid does not improve the physics.
